# Optical contrast of graphene on oxidized silicon: sheet and slab models: a numerical check

```python
# Optical contrast of graphene on an oxide layer over silicon, normal incidence.
# Result under test: for a weakly conducting sheet and n_si > n_ox**2, contrast
# C = (R_bare - R_graphene)/R_bare peaks at odd quarter-wave oxide thicknesses.
# A thin slab acts as a sheet with s = -i k t (eps - 1); its reactive part
# shifts the peak. s = Z0*sigma is the dimensionless sheet conductance.
# Time factor exp(-i omega t); lengths in nm; indices are round model values.
import numpy as np
from scipy.constants import alpha, e, hbar, epsilon_0, c as light_speed
from scipy.integrate import trapezoid
from scipy.optimize import minimize_scalar, brentq

N_OX, N_SI = 1.5, 4.0
T_SLAB, N_SLAB = 0.34, 2.5 + 1.2j
LAM = 550.0
S_SHEET = e**2 / (4 * hbar) / (epsilon_0 * light_speed)
assert abs(S_SHEET / (np.pi * alpha) - 1) < 1e-7


def reflection(lam, indices, thicknesses, sheets):
    """Solve all field-matching conditions for the wave amplitudes.

    thicknesses[j] belongs to layer j (zero for the incident medium);
    sheets[j] is the conductance s at the interface below layer j.
    """
    k = 2 * np.pi / lam
    m = len(indices) - 1
    mat = np.zeros((2 * m, 2 * m + 2), complex)
    for j in range(m):
        na, nb, s = indices[j], indices[j + 1], sheets[j]
        p = np.exp(1j * na * k * thicknesses[j])
        mat[2 * j, 2 * j:2 * j + 4] = [p, 1 / p, -1, -1]
        mat[2 * j + 1, 2 * j:2 * j + 4] = [na * p, -na / p, -nb - s, nb - s]
    return np.linalg.solve(mat[:, 1:-1], -mat[:, 0])[0]


def r_sheet(lam, d, s, n_ox=N_OX, n_si=N_SI):
    return reflection(lam, [1, n_ox, n_si], [0, d], [s, 0])


def r_slab(lam, d, t=T_SLAB):
    return reflection(lam, [1, N_SLAB, N_OX, N_SI], [0, t, d], [0, 0, 0])


def c_sheet(lam, d, s=S_SHEET, n_ox=N_OX, n_si=N_SI):
    bare = abs(r_sheet(lam, d, 0, n_ox, n_si))**2
    return 1 - abs(r_sheet(lam, d, s, n_ox, n_si))**2 / bare


def c_slab(lam, d, t=T_SLAB):
    return 1 - abs(r_slab(lam, d, t))**2 / abs(r_sheet(lam, d, 0))**2


def matched_s(lam, t=T_SLAB):
    return -2j * np.pi * t / lam * (N_SLAB**2 - 1)


def admittance(lam, d):
    delta = 2 * np.pi * N_OX * d / lam
    co, si = np.cos(delta), np.sin(delta)
    return N_OX * (N_SI * co - 1j * N_OX * si) / (N_OX * co - 1j * N_SI * si)


def peak(function, low, high):
    res = minimize_scalar(lambda x: -function(x), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-6})
    return res.x, -res.fun


# Interband conductivity from a honeycomb lattice: hopping = bond = hbar = e = 1.
bonds = np.array([[1, 0], [-0.5, np.sqrt(3) / 2], [-0.5, -np.sqrt(3) / 2]])
cell = np.array([bonds[0] - bonds[1], bonds[0] - bonds[2]])
recip = 2 * np.pi * np.linalg.inv(cell).T
n_grid = 600
frac = (np.arange(n_grid) + 0.5) / n_grid
u1, u2 = np.meshgrid(frac, frac, indexing="ij")
kpts = np.column_stack([u1.ravel(), u2.ravel()]) @ recip
phases = np.exp(1j * kpts @ bonds.T)
ham = np.zeros((len(kpts), 2, 2), complex)
vel = np.zeros_like(ham)
ham[:, 0, 1] = -phases.sum(axis=1)
vel[:, 0, 1] = -(1j * phases * bonds[:, 0]).sum(axis=1)
ham[:, 1, 0], vel[:, 1, 0] = ham[:, 0, 1].conj(), vel[:, 0, 1].conj()
energy, states = np.linalg.eigh(ham)
v_cv = np.einsum("ki,kij,kj->k", states[:, :, 1].conj(), vel, states[:, :, 0])
gap = energy[:, 1] - energy[:, 0]
area = abs(np.linalg.det(cell))


def lattice_ratio(omega):
    """Conductivity over e^2/(4 hbar); broadening is a tenth of omega."""
    width = 0.1 * omega
    delta_fn = np.exp(-(gap - omega)**2 / (2 * width**2))
    delta_fn /= width * np.sqrt(2 * np.pi)
    sigma = 2 * np.pi / omega * np.mean(abs(v_cv)**2 * delta_fn) / area
    return sigma / 0.25


# Band curvature adds a term quadratic in photon energy; remove it by
# extrapolation, and check that it does fall quadratically.
ratio_low, ratio_high = lattice_ratio(0.2), lattice_ratio(0.4)
ratio_zero = (4 * ratio_low - ratio_high) / 3
ratio_visible = lattice_ratio(0.75)
assert abs(ratio_zero - 1) < 0.002
assert 3.5 < (ratio_high - 1) / (ratio_low - 1) < 4.8

# Closed reflection amplitude against the matching conditions.
for d_test in (0.0, 37.0, 120.0, 300.0):
    y = admittance(LAM, d_test)
    for s_test in (S_SHEET, matched_s(LAM)):
        closed = (1 - y - s_test) / (1 + y + s_test)
        assert abs(closed - r_sheet(LAM, d_test, s_test)) < 1e-11


# The first-order contrast must have an error quadratic in s.
def linear_error(s):
    y = admittance(LAM, 120.0)
    r0 = r_sheet(LAM, 120.0, 0)
    first = 4 * (s / (1 - y**2)).real
    assert abs(first - (s * (2 + r0 + 1 / r0)).real) < 1e-11
    return abs(c_sheet(LAM, 120.0, s) - first)


phase_s = 1 - 0.6j
assert abs(linear_error(2e-3 * phase_s) / linear_error(1e-3 * phase_s) - 4) < 0.2

# Monotonic dependence of Re(r0) and Re(1/r0) on cos(2 delta).
a = (1 - N_OX) / (1 + N_OX)
b = (N_OX - N_SI) / (N_OX + N_SI)
d_mid, step = 120.0, 0.01
cos2 = lambda d: np.cos(4 * np.pi * N_OX * d / LAM)
rp, rm = r_sheet(LAM, d_mid + step, 0), r_sheet(LAM, d_mid - step, 0)
dc = cos2(d_mid + step) - cos2(d_mid - step)
cc = cos2(d_mid)
slope_r = b*(1-a*a)*(1-a*a*b*b) / (1+a*a*b*b+2*a*b*cc)**2
slope_inv = b*(1-a*a)*(b*b-a*a) / (a*a+b*b+2*a*b*cc)**2
assert abs((rp - rm).real / dc / slope_r - 1) < 1e-4
assert abs((1 / rp - 1 / rm).real / dc / slope_inv - 1) < 1e-4
assert slope_r < 0 and slope_inv < 0

# Sheet optima: local searches and a scan over one full period.
quarter = LAM / (4 * N_OX)
sheet1 = peak(lambda d: c_sheet(LAM, d), 60, 120)
sheet3 = peak(lambda d: c_sheet(LAM, d), 240, 310)
assert abs(sheet1[0] - quarter) < 1e-3
assert abs(sheet3[0] - 3 * quarter) < 1e-3
scan_d = np.arange(0, 184, 1.0)
best_scan = scan_d[np.argmax([c_sheet(LAM, d) for d in scan_d])]
assert abs(best_scan - quarter) <= 1
c_reversed = c_sheet(LAM, quarter, n_si=2.0)
assert c_reversed < 0


# Slab and matched sheet must differ only at second order in thickness.
def slab_error(t):
    return abs(c_slab(LAM, 120.0, t) - c_sheet(LAM, 120.0, matched_s(LAM, t)))


assert abs(slab_error(0.034) / slab_error(0.017) - 4) < 0.4
s_slab = matched_s(LAM)
slab1 = peak(lambda d: c_slab(LAM, d), 60, 120)
slab3 = peak(lambda d: c_slab(LAM, d), 240, 310)
matched1 = peak(lambda d: c_sheet(LAM, d, s_slab), 60, 120)
real1 = peak(lambda d: c_sheet(LAM, d, s_slab.real), 60, 120)
conj1 = peak(lambda d: c_sheet(LAM, d, s_slab.conjugate()), 60, 120)
assert slab1[0] < quarter - 1 and conj1[0] > quarter + 1
assert abs(real1[0] - quarter) < 1e-3


def reactive_effect(d):
    return abs(c_sheet(LAM, d, s_slab) - c_sheet(LAM, d, s_slab.real))


assert reactive_effect(quarter) < 0.1 * reactive_effect(quarter + 20)

# Peak wavelengths and full widths at half maximum for the two oxides.
wave_sheet90 = peak(lambda lam: c_sheet(lam, 90), 400, 800)
wave_sheet300 = peak(lambda lam: c_sheet(lam, 300), 560, 720)
wave_slab90 = peak(lambda lam: c_slab(lam, 90), 400, 800)
wave_slab300 = peak(lambda lam: c_slab(lam, 300), 560, 720)
assert abs(wave_sheet90[0] - 4 * N_OX * 90) < 1e-2
assert abs(wave_sheet300[0] - 4 * N_OX * 300 / 3) < 1e-2


def half_points(d, top, low, high):
    f = lambda lam: c_sheet(lam, d) - top[1] / 2
    return brentq(f, low, top[0]), brentq(f, top[0], high)


half90 = half_points(90, wave_sheet90, 300, 1500)
half300 = half_points(300, wave_sheet300, 460, 850)
width90, width300 = half90[1] - half90[0], half300[1] - half300[0]
assert width90 > 2 * width300

# Flat wavelength average of the reflected intensities.
band = np.linspace(450, 700, 51)


def broadband(d):
    bare = np.array([abs(r_sheet(x, d, 0))**2 for x in band])
    sheet = np.array([abs(r_sheet(x, d, S_SHEET))**2 for x in band])
    slab = np.array([abs(r_slab(x, d))**2 for x in band])
    total = trapezoid(bare, band)
    return np.array([1 - trapezoid(sheet, band) / total,
                     1 - trapezoid(slab, band) / total])


wide = {d: broadband(d) for d in (90, 200, 300)}
assert np.all(wide[90] > wide[300]) and np.all(wide[300] > wide[200])
range1, range3 = np.arange(50, 151, 2), np.arange(220, 361, 2)
best_wide = []
for thickness_range in (range1, range3):
    values = np.array([broadband(d) for d in thickness_range])
    index = values.argmax(axis=0)
    assert np.all(index > 0) and np.all(index < len(thickness_range) - 1)
    best_wide.append(thickness_range[index])

print(f"oxide index {N_OX}, silicon index {N_SI}")
print(f"slab thickness {T_SLAB} nm, slab index {N_SLAB}")
print(f"sheet conductance s = pi*alpha: {S_SHEET:.5f}")
print("lattice sigma / (e^2/4hbar) at photon energy/hopping:")
print(f"  0.2: {ratio_low:.4f}, 0.4: {ratio_high:.4f}, 0.75: {ratio_visible:.4f}")
print(f"  extrapolated to zero: {ratio_zero:.4f}")
print(f"slab s at {LAM:.0f} nm: {s_slab.real:.5f} {s_slab.imag:+.5f}i")
print(f"quarter-wave thickness at {LAM:.0f} nm: {quarter:.2f} nm")
y_q = admittance(LAM, quarter).real
r_q = r_sheet(LAM, quarter, 0).real
print(f"quarter-wave Y: {y_q:.4f}, bare r: {r_q:.4f}")
print(f"quarter-wave bare R: {r_q**2:.5f}")
print(f"quarter-wave R with sheet: {abs(r_sheet(LAM, quarter, S_SHEET))**2:.5f}")
print(f"first-order quarter-wave C: {400 * S_SHEET / (1 - y_q**2):.2f} %")
print(f"quarter-wave C, sheet: {100 * c_sheet(LAM, quarter):.2f} %")
print(f"quarter-wave C, slab: {100 * c_slab(LAM, quarter):.2f} %")
half = 2 * quarter
print(f"half-wave {half:.2f} nm C, sheet: {100 * c_sheet(LAM, half):.2f} %")
print(f"half-wave C, slab: {100 * c_slab(LAM, half):.2f} %")
print(f"quarter-wave C, substrate index 2: {100 * c_reversed:.2f} %")
for label, result in (("sheet first", sheet1), ("sheet third", sheet3),
                      ("slab first", slab1), ("slab third", slab3),
                      ("matched sheet first", matched1),
                      ("matched, real s only", real1),
                      ("matched, reversed Im s", conj1)):
    print(f"best d, {label}: {result[0]:.2f} nm, C {100 * result[1]:.2f} %")
print("C in %, sheet/slab, for oxide 90, 200, 300 nm:")
for lam in (450, 500, 550, 600, 650, 700):
    row = "  ".join(f"{100*c_sheet(lam, d):.2f}/{100*c_slab(lam, d):.2f}"
                    for d in (90, 200, 300))
    print(f"  {lam} nm: {row}")
for label, result in (("90 nm sheet", wave_sheet90),
                      ("300 nm sheet", wave_sheet300),
                      ("90 nm slab", wave_slab90),
                      ("300 nm slab", wave_slab300)):
    print(f"peak wavelength, {label}: {result[0]:.1f} nm, C {100*result[1]:.2f} %")
print(f"90 nm half maxima: {half90[0]:.1f}, {half90[1]:.1f} nm; width {width90:.1f} nm")
print(f"300 nm half maxima: {half300[0]:.1f}, {half300[1]:.1f} nm; width {width300:.1f} nm")
print("flat 450-700 nm average C, sheet/slab:")
for d, value in wide.items():
    print(f"  oxide {d} nm: {100 * value[0]:.2f}/{100 * value[1]:.2f} %")
for label, value in zip(("first", "third"), best_wide):
    print(f"best broadband d, {label}: {value[0]}/{value[1]} nm (2 nm grid)")
for label, n_ox, n_si in (("oxide 1.45", 1.45, N_SI),
                          ("silicon 5", N_OX, 5.0),
                          ("silicon 4+0.1i", N_OX, 4 + 0.1j)):
    changed = peak(lambda d: c_sheet(LAM, d, n_ox=n_ox, n_si=n_si), 60, 120)
    print(f"sheet, {label}: best d {changed[0]:.2f} nm, C {100*changed[1]:.2f} %")
print("no test failed")
```

Output:

```
oxide index 1.5, silicon index 4.0
slab thickness 0.34 nm, slab index (2.5+1.2j)
sheet conductance s = pi*alpha: 0.02293
lattice sigma / (e^2/4hbar) at photon energy/hopping:
  0.2: 1.0046, 0.4: 1.0188, 0.75: 1.0711
  extrapolated to zero: 0.9999
slab s at 550 nm: 0.02330 -0.01480i
quarter-wave thickness at 550 nm: 91.67 nm
quarter-wave Y: 0.5625, bare r: 0.2800
quarter-wave bare R: 0.07840
quarter-wave R with sheet: 0.06838
first-order quarter-wave C: 13.41 %
quarter-wave C, sheet: 12.78 %
quarter-wave C, slab: 12.86 %
half-wave 183.33 nm C, sheet: -0.61 %
half-wave C, slab: -0.61 %
quarter-wave C, substrate index 2: -37.07 %
best d, sheet first: 91.67 nm, C 12.78 %
best d, sheet third: 275.00 nm, C 12.78 %
best d, slab first: 85.52 nm, C 13.83 %
best d, slab third: 268.85 nm, C 13.83 %
best d, matched sheet first: 85.57 nm, C 13.83 %
best d, matched, real s only: 91.67 nm, C 12.98 %
best d, matched, reversed Im s: 97.77 nm, C 13.83 %
C in %, sheet/slab, for oxide 90, 200, 300 nm:
  450 nm: 7.86/5.50  4.33/8.92  -0.61/-0.75
  500 nm: 11.66/10.57  0.79/2.48  0.79/-0.71
  550 nm: 12.72/13.31  -0.35/0.23  5.74/2.55
  600 nm: 11.10/12.54  -0.61/-0.56  12.78/11.85
  650 nm: 8.86/10.35  -0.42/-0.76  6.91/8.79
  700 nm: 6.97/8.24  0.06/-0.69  2.65/4.02
peak wavelength, 90 nm sheet: 540.0 nm, C 12.78 %
peak wavelength, 300 nm sheet: 600.0 nm, C 12.78 %
peak wavelength, 90 nm slab: 560.2 nm, C 13.39 %
peak wavelength, 300 nm slab: 611.4 nm, C 12.48 %
90 nm half maxima: 432.4, 718.8 nm; width 286.3 nm
300 nm half maxima: 554.1, 654.2 nm; width 100.2 nm
flat 450-700 nm average C, sheet/slab:
  oxide 90 nm: 10.19/10.61 %
  oxide 200 nm: 0.04/0.56 %
  oxide 300 nm: 3.43/2.73 %
best broadband d, first: 92/86 nm (2 nm grid)
best broadband d, third: 282/266 nm (2 nm grid)
sheet, oxide 1.45: best d 94.83 nm, C 12.09 %
sheet, silicon 5: best d 91.67 nm, C 11.00 %
sheet, silicon 4+0.1i: best d 91.03 nm, C 12.78 %
no test failed
```
